# Nitrogen afterglow: the pressure where ion conversion overtakes ambipolar diffusion: a program that tests the result

```python
"""Nitrogen afterglow: pressure at which three-body conversion
N2+ + 2 N2 -> N4+ + N2 overtakes ambipolar diffusion of N2+.

Result under test:
  p* = kB T [K0 N0 (kB T/e)(1 + Te/T) / (k3 Lambda^2)]^(1/3)
so p* varies as Lambda^(-2/3).
  K0      N2+ mobility reduced to the Loschmidt density N0
  k3      three-body coefficient, conversion rate = k3 N^2
  N       gas density;  T, Te  gas and electron temperature
  Lambda  diffusion length of the fundamental mode
Lengths are in cm, densities in cm^-3, pressures in Torr.
The independent road is a two-ion drift-diffusion simulation that
counts ions lost to the walls and ions converted.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigs
from scipy.special import jn_zeros

# Rough typical inputs for nitrogen
T_GAS = 300.0            # K
K0_N2 = 1.9              # cm^2/Vs, N2+ in N2
K0_N4 = 2.3              # cm^2/Vs, N4+ in N2
K3_300 = 5e-29           # cm^6/s at 300 K
K3_EXPONENT = 1.6        # k3 falls as T^-1.6
RADIUS, HEIGHT = 15.0, 10.0   # cm
N_ELECTRON = 1e7         # cm^-3, late afterglow
ALPHA_N2, ALPHA_N4 = 2e-7, 2e-6   # cm^3/s, recombination
K_WATER = 2e-9           # cm^3/s, charge transfer to water
WATER_FRACTION = 1e-5
K_ELECTRON = 6e-9        # cm^3/s, electron momentum transfer
BOND_N4 = 1.0            # eV, N2+ bound to N2

N0 = const.physical_constants[
    "Loschmidt constant (273.15 K, 101.325 kPa)"][0] * 1e-6
CELLS = 30


def gas_density(p_torr, temp=T_GAS):
    return p_torr * const.torr / (const.k * temp) * 1e-6


def crossover(length, temp=T_GAS, te_ratio=1.0, k3=K3_300):
    """Derived formula for p* in Torr."""
    da_n = K0_N2 * N0 * const.k * temp / const.e * (1 + te_ratio)
    n_star = (da_n / (k3 * length**2)) ** (1 / 3)
    return n_star * 1e6 * const.k * temp / const.torr


def simulate(p_torr, width, t_end, te_ratio=1.0, uniform=False):
    """Slab afterglow; returns (converted, lost to wall, remaining)."""
    n_gas = gas_density(p_torr)
    volt = const.k * T_GAS / const.e
    d_n2 = K0_N2 * N0 / n_gas * volt
    d_n4 = K0_N4 * N0 / n_gas * volt
    rate = K3_300 * n_gas**2
    dx = width / CELLS
    x = (np.arange(CELLS) + 0.5) * dx
    start = np.ones(CELLS) if uniform else np.sin(np.pi * x / width)
    start = start / start.sum()

    def face_flux(n, ne, diff):
        # diffusion plus drift in the field of Boltzmann electrons
        ratio = (n[1:] + n[:-1]) / (ne[1:] + ne[:-1])
        inner = -diff * (np.diff(n) + te_ratio * ratio * np.diff(ne)) / dx
        edge = 2 * diff * (1 + te_ratio) / dx
        return np.concatenate(([-edge * n[0]], inner, [edge * n[-1]]))

    def rhs(_, y):
        n2, n4 = y[:CELLS], y[CELLS:2 * CELLS]
        ne = n2 + n4
        f2 = face_flux(n2, ne, d_n2)
        f4 = face_flux(n4, ne, d_n4)
        out = np.empty_like(y)
        out[:CELLS] = -np.diff(f2) / dx - rate * n2
        out[CELLS:2 * CELLS] = -np.diff(f4) / dx + rate * n2
        out[-2] = rate * n2.sum()
        out[-1] = (f2[-1] - f2[0]) / dx
        return out

    y0 = np.concatenate((start, np.zeros(CELLS + 2)))
    sol = solve_ivp(rhs, (0, t_end), y0, method="LSODA",
                    rtol=1e-8, atol=1e-12)
    assert sol.success
    end = sol.y[:, -1]
    return end[-2], end[-1], end[:CELLS].sum()


def horizon(p_torr, width, folds):
    """Simulated time span, about the given number of e-foldings."""
    n_gas = gas_density(p_torr)
    spread = K0_N2 * N0 / n_gas * const.k * T_GAS / const.e
    return folds / (20 * spread / width**2 + K3_300 * n_gas**2)


def converted_share(p_torr, width, folds=2.0, **options):
    conv, wall, _ = simulate(p_torr, width,
                             horizon(p_torr, width, folds), **options)
    return conv / (conv + wall)


def simulated_crossover(length, **options):
    width = np.pi * length
    root = brentq(lambda u: converted_share(np.exp(u), width, **options)
                  - 0.5, np.log(0.005), np.log(2.0), xtol=1e-5)
    return np.exp(root)


# Diffusion length of the cylinder: formula against an eigenvalue
lam = ((jn_zeros(0, 1)[0] / RADIUS)**2 + (np.pi / HEIGHT)**2) ** -0.5
m = 50
h = RADIUS / m
r = (np.arange(m) + 0.5) * h
r_in, r_out = r - h / 2, r + h / 2
diag_r = (r_in + r_out) / (r * h**2)
diag_r[-1] = (r_in[-1] + 2 * r_out[-1]) / (r[-1] * h**2)
radial = diags([-r_in[1:] / (r[1:] * h**2), diag_r,
                -r_out[:-1] / (r[:-1] * h**2)], [-1, 0, 1])
hz = HEIGHT / m
diag_z = np.full(m, 2.0)
diag_z[[0, -1]] = 3.0
axial = diags([-np.ones(m - 1), diag_z, -np.ones(m - 1)],
              [-1, 0, 1]) / hz**2
operator = (kron(radial, identity(m)) + kron(identity(m), axial)).tocsc()
lowest = eigs(operator, k=1, sigma=0, return_eigenvectors=False)[0].real
lam_grid = lowest ** -0.5
assert abs(lam_grid / lam - 1) < 2e-3   # second-order grid error

# Worked example
volt = const.k * T_GAS / const.e
p_star = crossover(lam)
n_star = gas_density(p_star)
mobility = K0_N2 * N0 / n_star
d_ion = mobility * volt
d_amb = 2 * d_ion
nu_diff = d_amb / lam**2
nu_conv = K3_300 * n_star**2
assert abs(nu_diff / nu_conv - 1) < 1e-9

# Ambipolar coefficient from zero net current, finite electron mobility
mob_e = const.e / (const.m_e * K_ELECTRON * n_star) * 1e4
flux, _ = np.linalg.solve([[1, -mobility], [1, mob_e]],
                          [d_ion, mob_e * volt])
electron_shift = 1 - flux / d_amb
assert abs(electron_shift) < 2e-3
flux_hot, _ = np.linalg.solve([[1, -mobility], [1, mob_e]],
                              [d_ion, mob_e * 2 * volt])
assert abs(flux_hot / (3 * d_ion) - 1) < 2e-3

# Crossover and exponent from simulated counts (grid error below 1e-3)
lengths = np.array([0.5, lam, 10.0])
p_sim = np.array([simulated_crossover(s) for s in lengths])
p_formula = np.array([crossover(s) for s in lengths])
assert np.all(abs(p_sim / p_formula - 1) < 1e-3)
slope = np.polyfit(np.log(lengths), np.log(p_sim), 1)[0]
assert abs(slope + 2 / 3) < 1e-3

# Warm electrons
p_warm = crossover(lam, te_ratio=2.0)
p_warm_sim = simulated_crossover(lam, te_ratio=2.0)
assert abs(p_warm_sim / p_warm - 1) < 1e-3

# Cubic law for the converted share
width = np.pi * lam
shares = {}
for x in (0.5, 2.0):
    shares[x] = converted_share(x * p_star, width)
    assert abs(shares[x] - x**3 / (1 + x**3)) < 1e-3

# Pressure of longest N2+ lifetime
best = minimize_scalar(
    lambda x: -np.log(simulate(x * p_star, width, 0.01)[2]),
    bounds=(0.5, 1.2), method="bounded", options={"xatol": 1e-4})
# sign: the least decay exponent is the longest lifetime
assert abs(best.x - 2 ** (-1 / 3)) < 5e-3

# Uniform initial profile: higher modes favour the wall
share_uniform = converted_share(p_star, width, folds=10.0, uniform=True)
assert share_uniform < 0.5

# Sizes of neglected effects
k3_400 = K3_300 * (300 / 400) ** K3_EXPONENT
p_400 = crossover(lam, temp=400.0, k3=k3_400)
p_k3_high = crossover(lam, k3=1.5 * K3_300)
p_k3_low = crossover(lam, k3=K3_300 / 1.5)
rec_n2, rec_n4 = ALPHA_N2 * N_ELECTRON, ALPHA_N4 * N_ELECTRON
water_rate = K_WATER * WATER_FRACTION * n_star
mass = 28 * const.atomic_mass
v_th = np.sqrt(8 * const.k * T_GAS / (np.pi * mass))
free_path = v_th * mass * mobility * 1e-4 / const.e * 100
debye = np.sqrt(const.epsilon_0 * const.k * T_GAS
                / (N_ELECTRON * 1e6 * const.e**2)) * 100
field_td = volt / lam / n_star * 1e17
quantum_density = (2 * np.pi * mass / 2 * const.k * T_GAS
                   / const.h**2) ** 1.5 * 1e-6
breakup = K3_300 * quantum_density * np.exp(-BOND_N4 / volt) * n_star
assert max(rec_n2, rec_n4, breakup) < 0.2 * nu_conv
assert max(free_path, debye) < 0.05 * lam

print("INPUTS (rough typical values)")
print(f"gas temperature = {T_GAS:.0f} K")
print(f"reduced mobility N2+ = {K0_N2:.1f} cm^2/Vs")
print(f"reduced mobility N4+ = {K0_N4:.1f} cm^2/Vs")
print(f"Loschmidt density = {N0:.4e} cm^-3")
print(f"k3 at 300 K = {K3_300:.1e} cm^6/s")
print(f"chamber radius, height = {RADIUS:.0f}, {HEIGHT:.0f} cm")
print(f"electron density = {N_ELECTRON:.0e} cm^-3")
print("WORKED EXAMPLE")
print(f"kB T/e = {volt:.5f} V")
print(f"diffusion length, formula = {lam:.3f} cm")
print(f"diffusion length, grid eigenvalue = {lam_grid:.3f} cm")
print(f"D_i N = {d_ion * n_star:.3e} cm^-1 s^-1")
print(f"D_a N = {d_amb * n_star:.3e} cm^-1 s^-1")
print(f"crossover density N* = {n_star:.3e} cm^-3")
print(f"crossover pressure p* = {p_star * 1e3:.1f} mTorr")
print(f"the same = {p_star * const.torr:.2f} Pa")
print(f"D_a at p* = {d_amb:.0f} cm^2/s")
print(f"each loss rate at p* = {nu_conv:.0f} s^-1")
print(f"N2+ lifetime at p* = {1e3 / (nu_conv + nu_diff):.2f} ms")
print("SIMULATION AGAINST FORMULA")
for s, a, b in zip(lengths, p_sim, p_formula):
    print(f"Lambda {s:.3f} cm: simulated {a * 1e3:.2f}, "
          f"formula {b * 1e3:.2f} mTorr")
print(f"fitted exponent of Lambda = {slope:.4f}")
for x, share in shares.items():
    print(f"simulated converted share at {x:.1f} p* = {share:.4f}")
print(f"simulated longest lifetime at p/p* = {best.x:.3f}")
print(f"formula 2^(-1/3) = {2 ** (-1 / 3):.3f}")
print("NEGLECTED EFFECTS")
print(f"p* with Te = 600 K, formula = {p_warm * 1e3:.1f} mTorr")
print(f"p* with Te = 600 K, simulated = {p_warm_sim * 1e3:.1f} mTorr")
print(f"assumed fall of k3 with T: power {K3_EXPONENT:.1f}")
print(f"p* with gas and electrons at 400 K = {p_400 * 1e3:.1f} mTorr")
print(f"p* with k3 times 1.5 = {p_k3_high * 1e3:.1f} mTorr")
print(f"p* with k3 divided by 1.5 = {p_k3_low * 1e3:.1f} mTorr")
print(f"N2+ recombination: {ALPHA_N2:.0e} cm^3/s, {rec_n2:.1f} s^-1")
print(f"N4+ recombination: {ALPHA_N4:.0e} cm^3/s, {rec_n4:.1f} s^-1")
print(f"water coefficient = {K_WATER:.0e} cm^3/s")
print(f"loss to {WATER_FRACTION * 1e6:.0f} ppm water = "
      f"{water_rate:.0f} s^-1")
print(f"N4+ break-up, bond {BOND_N4:.1f} eV: order {breakup:.0e} s^-1")
print(f"ion mean free path = {free_path:.3f} cm")
print(f"Debye length = {debye:.3f} cm")
print(f"ambipolar field kB Te/(e Lambda N) = {field_td:.2f} Td")
print(f"D_a reduction, finite electron mobility = {electron_shift:.1e}")
print(f"converted share at p*, uniform start = {share_uniform:.3f}")
print("done: every assertion held")
```

It prints:

```
INPUTS (rough typical values)
gas temperature = 300 K
reduced mobility N2+ = 1.9 cm^2/Vs
reduced mobility N4+ = 2.3 cm^2/Vs
Loschmidt density = 2.6868e+19 cm^-3
k3 at 300 K = 5.0e-29 cm^6/s
chamber radius, height = 15, 10 cm
electron density = 1e+07 cm^-3
WORKED EXAMPLE
kB T/e = 0.02585 V
diffusion length, formula = 2.835 cm
diffusion length, grid eigenvalue = 2.836 cm
D_i N = 1.320e+18 cm^-1 s^-1
D_a N = 2.639e+18 cm^-1 s^-1
crossover density N* = 1.873e+15 cm^-3
crossover pressure p* = 58.2 mTorr
the same = 7.76 Pa
D_a at p* = 1409 cm^2/s
each loss rate at p* = 175 s^-1
N2+ lifetime at p* = 2.85 ms
SIMULATION AGAINST FORMULA
Lambda 0.500 cm: simulated 184.94, formula 185.00 mTorr
Lambda 2.835 cm: simulated 58.16, formula 58.18 mTorr
Lambda 10.000 cm: simulated 25.10, formula 25.11 mTorr
fitted exponent of Lambda = -0.6667
simulated converted share at 0.5 p* = 0.1112
simulated converted share at 2.0 p* = 0.8890
simulated longest lifetime at p/p* = 0.793
formula 2^(-1/3) = 0.794
NEGLECTED EFFECTS
p* with Te = 600 K, formula = 66.6 mTorr
p* with Te = 600 K, simulated = 66.6 mTorr
assumed fall of k3 with T: power 1.6
p* with gas and electrons at 400 K = 99.5 mTorr
p* with k3 times 1.5 = 50.8 mTorr
p* with k3 divided by 1.5 = 66.6 mTorr
N2+ recombination: 2e-07 cm^3/s, 2.0 s^-1
N4+ recombination: 2e-06 cm^3/s, 20.0 s^-1
water coefficient = 2e-09 cm^3/s
loss to 10 ppm water = 37 s^-1
N4+ break-up, bond 1.0 eV: order 8e-05 s^-1
ion mean free path = 0.038 cm
Debye length = 0.038 cm
ambipolar field kB Te/(e Lambda N) = 0.49 Td
D_a reduction, finite electron mobility = 1.7e-04
converted share at p*, uniform start = 0.417
done: every assertion held
```
